# Residence time and purge time of a one-litre flow chamber

## Problem

A chamber for atomic layer deposition has a gas volume of 1 litre. It is held at a steady pressure of 1 torr and a uniform temperature of 273 K while 100 sccm of gas flows through it. One sccm (standard cubic centimetre per minute) is here the molecular flow carried by 1 cm³ per minute of ideal gas at $T_0=273.15$ K and $p_0=1$ atm $=760$ torr.

(a) Define the mean residence time of the gas and express it through the chamber volume $V$, pressure $p$, temperature $T$ and standard volume flow $F$. Show whether the gas must be well mixed for the result to hold.

(b) Calculate the residence time and the volume flow that the pump must remove at chamber conditions.

(c) How does the result change if the chamber is at 473 K, or if the flow controller uses another standard state? What happens if the feed is doubled?

(d) At some instant the feed is switched to a different gas at the same molecular flow and pressure. How long does it take for the old gas to fall to $10^{-4}$ of its initial amount, if the chamber is well mixed? What would plug flow give?

(e) Now let the same litre consist of an inlet cell of 0.2 litre, a main cell of 0.5 litre and a side pocket of 0.3 litre. The stream passes through the inlet cell, then the main cell, then the outlet. The pocket exchanges gas with the main cell alone. Find the mean residence time and examine the purge time for fast and for slow exchange.

## Solution

### (a) The mean residence time

Take the gas as ideal and the flow as steady. Molecules enter by the inlet and leave by the outlet without returning. The surfaces neither consume the gas nor hold an appreciable share of it, and no reaction changes the number of molecules. Zero net uptake alone would not be enough: molecules that adsorb reversibly rest on the walls between entry and exit, which lengthens their stay, and the formula below then gives only the time spent in the gas phase. Every part of the volume exchanges gas with the stream.

The residence time $t$ of a molecule is the time between its entry and its exit. It differs from molecule to molecule, so let $P(a)$ be the probability that a molecule stays longer than $a$. Then $P(0)=1$, and the probability density of the residence time is $-dP/da$. The mean is

$$
\langle t\rangle=\int_0^\infty a\left(-\frac{dP}{da}\right)da
=\Big[-aP(a)\Big]_0^\infty+\int_0^\infty P(a)\,da .
$$

The bracket vanishes at the lower limit because $a=0$. It vanishes at the upper limit because $aP(a)\to0$ when the mean is finite. Hence

$$
\langle t\rangle=\int_0^\infty P(a)\,da .
$$

Now count the molecules present at one instant. Let $\dot N$ be the number fed per unit time. Those that entered between $a$ and $a+da$ ago numbered $\dot N\,da$, and a fraction $P(a)$ of them is still inside. Adding up all ages gives the number $N$ in the chamber:

$$
N=\int_0^\infty \dot N P(a)\,da=\dot N\langle t\rangle .
$$

The mean residence time is therefore

$$
\tau\equiv\langle t\rangle=\frac{N}{\dot N}.
$$

No form of $P(a)$ was assumed, so the gas need not be well mixed. Mixing affects the spread of residence times, not their mean.

It remains to express the two numbers. The ideal gas law in the chamber gives

$$
N=\frac{pV}{k_BT}.
$$

The standard flow $F$ is a way of stating a molecular flow. A standard volume $F\,dt$ contains $p_0F\,dt/(k_BT_0)$ molecules, so that

$$
\dot N=\frac{p_0F}{k_BT_0}.
$$

Dividing, we find that $k_B$ cancels:

$$
\tau=\frac{pV}{k_BT}\,\frac{k_BT_0}{p_0F}
=\frac{V}{F}\,\frac{p}{p_0}\,\frac{T_0}{T}.
$$

The molecular mass does not appear. Within the ideal gas law, the mean is the same for every gas that does not linger on the walls.

The same result can be read as a volume divided by a volume flow. At chamber conditions the molecules fed per unit time occupy

$$
S=\frac{\dot N k_BT}{p}=F\,\frac{p_0}{p}\,\frac{T}{T_0},
\qquad\text{so that}\qquad \tau=\frac VS .
$$

In steady flow the pump must remove this volume per unit time. $S$ is thus the pumping speed at the chamber outlet.

### (b) Numbers

The number density at 1 torr and 273 K is $n=p/(k_BT)=3.537\times10^{16}$ cm⁻³. One litre, or 1000 cm³, therefore holds $N=3.537\times10^{19}$ molecules. The feed of 100 sccm supplies $\dot N=4.478\times10^{19}$ molecules per second, and

$$
\tau=\frac{3.537\times10^{19}}{4.478\times10^{19}\ \text{s}^{-1}}=0.790\ \text{s}.
$$

The ratio formula gives the same result without $k_B$. First,

$$
\frac VF=\frac{1000\ \text{cm}^3}{100\ \text{cm}^3/\text{min}}=10\ \text{min}=600\ \text{s}.
$$

Then

$$
\tau=600\ \text{s}\times\frac{1}{760}\times\frac{273.15}{273}
=0.790\ \text{s}.
$$

To the accuracy of the data, the residence time is **0.79 s**, or 790 ms.

The 600 s is not a residence time in this chamber. It is the time needed to supply one litre of gas at the standard state. At 1 torr the same molecules fill a volume larger by the factor $760\times273/273.15=759.6$, and the gas is replaced faster by that factor.

The required pumping speed is

$$
S=\frac V\tau=\frac{1\ \text{litre}}{0.7899\ \text{s}}=1.266\ \text{litre/s}.
$$

### (c) Temperature, standard state and feed

At fixed pressure and fixed molecular flow, $\tau\propto1/T$, because a hotter chamber holds fewer molecules. At 473 K,

$$
\tau=0.7899\ \text{s}\times\frac{273}{473}=0.456\ \text{s}.
$$

If the temperature varies from place to place while the pressure stays uniform, the inventory is an integral. The relation $\tau=N/\dot N$ then gives

$$
\tau=\frac{p}{k_B\dot N}\int\frac{dV}{T(\mathbf r)} .
$$

The relevant temperature is the one whose inverse is the volume average of $1/T$. The temperature of a small heated stage alone may be a poor choice.

The standard state enters through $T_0/p_0$. With 1 bar in place of 1 atm, each standard cubic centimetre contains fewer molecules by the factor $1/1.01325$. The feed is weaker, and $\tau$ rises to 0.800 s. With 1 atm and 293.15 K,

$$
\tau=0.7899\ \text{s}\times\frac{293.15}{273.15}=0.848\ \text{s},
$$

which is about 7% longer than with the standard state of the problem. A second decimal in $\tau$ thus has meaning only if the standard state of the flow controller is known, and if pressure and flow are accurate to about 1% or better.

The effect of doubling the feed depends on what is held fixed. If a valve keeps the pressure at 1 torr, $N$ is unchanged while $\dot N$ doubles, and $\tau$ is halved. If instead the pumping speed is fixed, the molecular balance is

$$
\frac{dN}{dt}=\dot N-\frac{S}{V}N .
$$

Here $N/V$ is the number density at the outlet, taken equal to the chamber average. In the steady state $N=\dot NV/S$, so doubling the feed doubles the inventory and the pressure. The residence time $V/S$ stays the same, provided that $S$ does not itself depend on pressure. For the feed of the problem and $S=1.266$ litre/s, numerical integration of this balance from an empty chamber settles at 1 torr, as it should.

### (d) Purging a well-mixed chamber

Let $n_{\rm old}(t)$ be the number of old-gas molecules left after the switch. The total number $N$ and the total molecular flow $\dot N$ stay constant. In a well-mixed chamber the gas at the outlet has the chamber composition, so a fraction $n_{\rm old}/N$ of the departing molecules is old gas. None is fed any longer. Therefore

$$
\frac{dn_{\rm old}}{dt}=-\dot N\,\frac{n_{\rm old}}{N}=-\frac{n_{\rm old}}{\tau}.
$$

Separating variables and integrating from $n_{\rm old}(0)$ gives

$$
\ln\frac{n_{\rm old}(t)}{n_{\rm old}(0)}=-\frac t\tau,
\qquad
n_{\rm old}(t)=n_{\rm old}(0)\,e^{-t/\tau}.
$$

For a residual fraction $f$, the purge time is

$$
t_f=\tau\ln\frac1f .
$$

With $f=10^{-4}$ the logarithm is 9.210, and

$$
t_f=0.7899\ \text{s}\times9.210=7.28\ \text{s}.
$$

One residence time is therefore far from a complete purge: it leaves the fraction $e^{-1}$, about 37%, of the old gas. Each further factor of ten costs $\tau\ln10$, or about 1.8 s.

In ideal plug flow the gas moves through the chamber without mixing along the stream. The new gas pushes the old gas ahead of it, and the last old molecule leaves after one chamber volume has been displaced. The purge then takes $V/S=\tau=0.79$ s. The two models have the same mean residence time, yet their purge times differ by a factor of 9.2 at this residual fraction.

Plug flow is a limit here, not a description of a compact chamber. At 1 torr and 273 K a gas such as nitrogen has a diffusion coefficient $D$ of about 130 cm²/s. During one residence time its molecules spread by about $\sqrt{2D\tau}\approx14$ cm, which is more than the 10 cm edge of a cube of one litre. Diffusion thus mixes the gas along the stream, and the purge of such a chamber takes much longer than $\tau$.

The exponential law assumes mixing that is fast compared with $\tau$, and surfaces that neither take up nor release the old gas. Both surface processes can be added to the well-mixed balance. Suppose that the old gas is dilute, so that its loss does not alter the total flow. If it is taken up irreversibly at the rate $\kappa n_{\rm old}$, then

$$
\frac{dn_{\rm old}}{dt}=-\left(\frac1\tau+\kappa\right)n_{\rm old},
$$

and the mean stay in the gas falls to $\tau/(1+\kappa\tau)$. If the walls instead release $g(t)$ molecules per unit time, then

$$
\frac{dn_{\rm old}}{dt}=-\frac{n_{\rm old}}{\tau}+g(t).
$$

When $g$ changes little during a time $\tau$, the initial gas dies away and $n_{\rm old}$ approaches $g\tau$. If the release has varied this slowly ever since the switch, and $g\tau$ at the time $t_f$ is small compared with the target $f\,n_{\rm old}(0)$, it hardly matters and the formula for $t_f$ still holds. An early burst from the walls is different: it adds to the gas that must be purged, and can lengthen the purge even if it is over by $t_f$. If $g\tau$ is well above the target, the formula fails, and the purge time is set by the decay of the release from the walls.

### (e) A chamber with a side pocket

Call the volumes of the inlet cell, main cell and pocket $V_1$, $V_2$ and $V_3$. Each cell is well mixed within itself. Let $q$ be the volume flow from the main cell to the pocket, with an equal flow back. Pressure and temperature are uniform, so the number density is the same everywhere.

**Mean residence time.** A volume flow $Q$ out of a cell of volume $V_i$ removes each molecule in it with probability $Q/V_i$ per unit time. The mean length of one visit is thus $V_i/Q$. This gives $V_1/S$ for the inlet cell, $V_2/(S+q)$ for a visit to the main cell and $V_3/q$ for a visit to the pocket.

A molecule leaving the main cell goes to the pocket with probability $r=q/(S+q)$, and otherwise to the outlet. After each visit to the pocket it is back in the main cell and faces the same choice. The probability of exactly $k$ pocket visits is $r^k(1-r)$, and their mean number is

$$
\sum_{k=0}^\infty k\,r^k(1-r)=\frac{r}{1-r}=\frac qS .
$$

The main cell is visited once more than the pocket, which makes $1+q/S=(S+q)/S$ visits on average. The mean total stay is

$$
\langle t\rangle=\frac{V_1}{S}
+\frac{S+q}{S}\,\frac{V_2}{S+q}
+\frac qS\,\frac{V_3}{q}
=\frac{V_1+V_2+V_3}{S}=\frac VS .
$$

The exchange flow cancels. When $q$ is small, few molecules enter the pocket, but those that do stay correspondingly long. Following a pulse of molecules numerically through the cells tests this result: the mean exit time is 0.790 s both for $q=S=1.266$ litre/s and for $q=0.05\,S=0.0633$ litre/s.

The case $q=0$ is different. The pocket is never visited, its term is absent, and

$$
\langle t\rangle=\frac{V_1+V_2}{S}
=\frac{0.7\ \text{litre}}{1.266\ \text{litre/s}}=0.553\ \text{s}.
$$

The pulse calculation gives this value too. The jump from 0.790 s to 0.553 s shows why part (a) required every part of $V$ to exchange gas with the stream. It also sets a condition on measurement: when the exchange is slow, a pulse must be followed for much longer than $V_3/q$ if nearly all of the pocket's contribution to the mean is to be captured.

**Purge time.** Let $n_1$, $n_2$ and $n_3$ be the old-gas molecules in the three cells. Their balances are

$$
\begin{aligned}
\dot n_1&=-\frac{S}{V_1}n_1,\\
\dot n_2&=\frac{S}{V_1}n_1-\frac{S+q}{V_2}n_2+\frac{q}{V_3}n_3,\\
\dot n_3&=\frac{q}{V_2}n_2-\frac{q}{V_3}n_3 .
\end{aligned}
$$

The inlet cell empties at the rate $S/V_1=6.33$ s⁻¹, independently of the others. For the other two cells, set $n_1=0$ and let $n_2$ and $n_3$ vary as $e^{-\lambda t}$. The last two equations become

$$
\left(\frac{S+q}{V_2}-\lambda\right)n_2=\frac{q}{V_3}n_3,
\qquad
\left(\frac{q}{V_3}-\lambda\right)n_3=\frac{q}{V_2}n_2 .
$$

Multiplying them and dividing by $n_2n_3$ gives

$$
\left(\frac{S+q}{V_2}-\lambda\right)\left(\frac{q}{V_3}-\lambda\right)=\frac{q^2}{V_2V_3}.
$$

When the left side is expanded, its term $q^2/(V_2V_3)$ cancels the right side, which leaves

$$
\lambda^2-\left(\frac{S+q}{V_2}+\frac q{V_3}\right)\lambda+\frac{Sq}{V_2V_3}=0 .
$$

The smaller root governs the late stage of the purge.

For slow exchange, $q=0.0633$ litre/s, the coefficient of $-\lambda$ is $2.659+0.211=2.870$ s⁻¹ and the last term is 0.534 s⁻². The smaller root is

$$
\lambda=\frac{2.870-\sqrt{2.870^2-4\times0.534}}{2}\ \text{s}^{-1}\approx0.200\ \text{s}^{-1}.
$$

This is close to $q/V_3=0.211$ s⁻¹, the rate at which the pocket loses its gas to the main cell. The open cells clear much faster, so at late times the remaining fraction is roughly the pocket's initial share, 0.3, times $e^{-\lambda t}$. Setting this equal to $10^{-4}$ gives the estimate

$$
t\approx\frac{\ln(0.3\times10^4)}{0.200\ \text{s}^{-1}}\approx40\ \text{s}.
$$

The full solution of the three balances gives 41.0 s, which is 5.6 times the purge time of the well-mixed chamber. The mean residence time gives no sign of this delay.

For fast exchange, $q=S$, the coefficient of $-\lambda$ is $5.064+4.220=9.284$ s⁻¹ and the last term is 10.68 s⁻². The smaller root is 1.35 s⁻¹, and the full solution reaches $10^{-4}$ after 6.83 s. This is somewhat shorter than the 7.28 s of the well-mixed chamber, although a pocket is present. The reason lies in the inlet cell. For $q\to\infty$ the terms proportional to $q$ dominate the quadratic equation, and the smaller root becomes

$$
\lambda\to\frac{Sq/(V_2V_3)}{q/V_2+q/V_3}=\frac{S}{V_2+V_3}=1.58\ \text{s}^{-1}.
$$

The main cell and the pocket then act as one mixed volume of 0.8 litre, while the inlet cell is swept clean ahead of them. This is a step towards plug flow, and the late decay is faster than $1/\tau=1.27$ s⁻¹. At $q=S$ the finite exchange lowers the rate from 1.58 to 1.35 s⁻¹, which still exceeds $1/\tau$.

The residence time of 0.79 s therefore fixes the average stay of the molecules and sets the time scale of a well-mixed purge. The purge time of a real chamber also requires knowledge of its slowest exchanging region and of its surfaces. The numerical output that follows lists the main values; the decay rates in part (e) follow from them by the quadratic equation.

## Values computed for the example and the checks

```
chamber volume: 1.000 litre
chamber pressure: 1.000 torr
chamber temperature: 273.00 K
feed: 100.0 sccm
standard temperature: 273.15 K
standard pressure: 760.00 torr
number density: 3.5372e+16 cm^-3
molecules in chamber: 3.5372e+19
molecules fed per second: 4.4780e+19 s^-1
pumping speed S: 1.2660 litre/s
residence time: 0.7899 s
residence time: 789.9 ms
wrong estimate V/F: 600.0 s
wrong estimate / residence time: 759.6
residence time at 473 K: 0.4559 s
residence time, sccm at 273.15 K and 1 bar: 0.8004 s
residence time, sccm at 293.15 K and 1 atm: 0.8477 s
purge target, residual fraction: 1.0e-04
ln(1/residual): 9.2103
well-mixed purge time: 7.275 s
cell volumes (inlet, main, pocket): 0.2, 0.5, 0.3 litre
fast pocket exchange: 1.2660 litre/s
slow pocket exchange: 0.0633 litre/s
mean exit time, fast exchange: 0.7899 s
mean exit time, slow exchange: 0.7899 s
mean exit time, pocket closed: 0.5529 s
purge time, fast exchange: 6.827 s
purge time, slow exchange: 40.97 s
slow purge / well-mixed purge: 5.63
```
